# Transmission-Line Resistance of a Planar Contact and Its Transfer Length

When the series resistance of a planar device is calculated, a decision has to be made about each metal contact: may it be entered as the interface resistivity divided by the contact area, and if the result is too large, will a longer contact cure it? For the gallium arsenide contact worked out below, 10 µm long and 100 µm wide, division by the area gives 0.10 Ω, while the resistance with current crowding included is 1.12 Ω. Doubling the length would halve the first figure and leave the second unchanged to the digits shown. The choice depends on how the contact length compares with one other length, set by the layer and the interface together.

Consider a thin conducting layer with a metal contact on its upper face. The contact has length \(L\) along the direction of the current and width \(W\) across it, and it spans the full width of the layer. Let \(x\) run along the layer from the leading edge of the metal, \(x=0\), to its far edge, \(x=L\). A conventional current \(I_0\) arrives through the layer at \(x=0\) and leaves through the metal. The layer carries no current past \(x=L\).

Two material quantities enter. The sheet resistance \(R_s\), in ohms per square, is the resistance of a square piece of the layer under the metal, so a strip of length \(dx\) and width \(W\) has resistance \(R_s\,dx/W\). The specific contact resistivity \(\rho_c\), in Ω cm², is the voltage across the interface divided by the current density through it, so the interface above the same strip has resistance \(\rho_c/(W\,dx)\). Both are taken as uniform and independent of current. The metal is an equipotential and serves as the zero of voltage. The layer is thin enough that its potential \(V\) depends on \(x\) alone. Here \(V\) means the electrochemical potential per unit carrier charge, whose gradient drives the current in a degenerate layer as well. The contact resistance is defined as

\[
R=\frac{V(0)}{I_0},
\]

the voltage between the layer at the leading edge and the metal, per unit current.

Let \(I(x)\) be the current flowing in the layer towards positive \(x\). Across a strip of length \(dx\) the potential falls by the current times the resistance of the strip, which gives

\[
\frac{dV}{dx}=-\frac{R_s}{W}\,I .
\]

In the same strip a current \(V\,W\,dx/\rho_c\) passes up into the metal. In the steady state charge does not accumulate, so the current in the layer falls by this amount:

\[
\frac{dI}{dx}=-\frac{W}{\rho_c}\,V .
\]

Differentiating the first equation and inserting the second removes \(I\). The two minus signs cancel, and so does \(W\):

\[
\frac{d^2V}{dx^2}=-\frac{R_s}{W}\frac{dI}{dx}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2},
\qquad
L_T=\sqrt{\frac{\rho_c}{R_s}} .
\]

The length \(L_T\) is the transfer length. A resistive interface makes it long, because the current must spread over more area to get through. A resistive layer makes it short, because travelling further along the layer is costly.

Since one boundary condition lies at \(x=L\), it is convenient to write the general solution in terms of the distance from that end:

\[
V=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.
\]

The current follows from \(I=-(W/R_s)\,dV/dx\). Differentiating \(L-x\) supplies a second minus sign, so

\[
I=\frac{W}{R_sL_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].
\]

At \(x=L\) the hyperbolic sine vanishes and the hyperbolic cosine equals one, so \(I(L)=0\) requires \(B=0\). Write \(u=L/L_T\). The condition \(I(0)=I_0\) then gives \(A=I_0R_sL_T/(W\sinh u)\). Because \(R_sL_T=\sqrt{R_s\rho_c}\), it is natural to define

\[
R_\infty=\frac{R_sL_T}{W}=\frac{\sqrt{R_s\rho_c}}{W},
\]

and the solution becomes

\[
V=I_0R_\infty\frac{\cosh[(L-x)/L_T]}{\sinh u},\qquad
I=I_0\frac{\sinh[(L-x)/L_T]}{\sinh u}.
\]

Setting \(x=0\) in \(V\) and dividing by \(I_0\) gives the contact resistance:

\[
R=R_\infty\coth u=\frac{\sqrt{R_s\rho_c}}{W}\coth\frac{L}{L_T}.
\]

At fixed \(W\), \(R_s\) and \(\rho_c\) the derivative is \(dR/dL=-R_\infty/(L_T\sinh^2u)\). It is negative, so within this model a longer contact never has a higher resistance. Its size, however, falls off rapidly once \(u\) exceeds one, and \(R\) approaches the floor \(R_\infty\).

The short contact shows where division by the area is justified. For small \(u\),

\[
\coth u=\frac{1+u^2/2+\dots}{u\,(1+u^2/6+\dots)}
=\frac1u\left(1+\frac{u^2}{2}-\frac{u^2}{6}+\dots\right)
=\frac1u+\frac u3+\dots
\]

Multiplying by \(R_\infty\), and using \(R_\infty/u=R_sL_T^2/(WL)=\rho_c/(WL)\), gives

\[
R\simeq\frac{\rho_c}{WL}+\frac{R_sL}{3W}\qquad(L\ll L_T).
\]

The first term is the area law. The second is the loss in the layer. In a short contact the interface takes up current almost uniformly, so \(I\simeq I_0(1-x/L)\), and the power lost in the layer is \((R_s/W)\int_0^L I^2dx=I_0^2R_sL/(3W)\). The factor one third is the mean of \((1-x/L)^2\).

For the long contact, the distance from the floor can be written without approximation:

\[
\frac{R}{R_\infty}-1=\frac{\cosh u-\sinh u}{\sinh u}
=\frac{2e^{-u}}{e^{u}-e^{-u}}=\frac{2}{e^{2u}-1}.
\]

A designer who already has a contact of length \(L\) asks a slightly different question: by what fraction of its present value could \(R\) still fall? Even unlimited lengthening would bring it no lower than \(R_\infty\), so the reduction stays below

\[
1-\frac{R_\infty}{R}=1-\tanh u=\frac{2}{e^{2u}+1}.
\]

This limit is 23.8% at \(L=L_T\), 3.6% at \(2L_T\) and 0.49% at \(3L_T\). To come within a fraction \(\varepsilon\) of the floor, set \(2/(e^{2u}-1)=\varepsilon\), which gives

\[
L=\frac{L_T}{2}\ln\!\left(1+\frac2\varepsilon\right).
\]

For \(\varepsilon=0.01\) this is \(2.65\,L_T\).

The reason lies in the current profile. When \(L\gg L_T\), and away from the far end, \(I\simeq I_0e^{-x/L_T}\). About 63% of the current has entered the metal within the first transfer length, and metal added far behind the leading edge has little current left to collect. The benefit fades even faster than the current does, as \(e^{-2u}\) rather than \(e^{-u}\). To see why, multiply out the hyperbolic functions:

\[
V\propto e^{-x/L_T}+e^{-2u}e^{x/L_T},\qquad
I\propto e^{-x/L_T}-e^{-2u}e^{x/L_T}.
\]

The first term in each is the solution for an endless contact. The second is the disturbance caused by the end, needed to bring the current to zero there. At \(x=L\) both terms have size \(e^{-u}\), but the disturbance decays by a further factor \(e^{-u}\) on its way back to the leading edge, where \(R\) is defined. At \(L=3L_T\) an endless contact would still carry 5% of its current past that point, yet ending the metal there raises \(R\) by only 0.5% of \(R_\infty\).

The power balance shows what the floor consists of. From the two first-order equations,

\[
\frac{d(VI)}{dx}=-\frac{R_s}{W}I^2-\frac{W}{\rho_c}V^2 .
\]

Integrating from \(0\) to \(L\), with \(I(L)=0\), shows that the input power \(I_0V(0)=I_0^2R\) is the sum of the losses in layer and interface. With \(\int_0^L\cosh^2[(L-x)/L_T]\,dx=L_T(u/2+\tfrac14\sinh2u)\) and \(WR_\infty^2/\rho_c=R_\infty/L_T\), the interface loss is

\[
P_{\rm int}=I_0^2R_\infty\,\frac{u/2+\tfrac14\sinh2u}{\sinh^2u}.
\]

Dividing by \(I_0^2R_\infty\cosh u/\sinh u\), and using \(\sinh u\cosh u=\tfrac12\sinh2u\), gives the interface's share:

\[
\frac{P_{\rm int}}{I_0^2R}=\frac12+\frac{u}{\sinh2u}.
\]

A very short contact loses nearly all its power at the interface. A long one loses half there and half in the layer. The same share measures how strongly \(R\) responds to \(\rho_c\). At fixed \(L\), \(W\) and \(R_s\), \(u\) varies as \(\rho_c^{-1/2}\), and \(d\ln\coth u/d\ln u=-2u/\sinh2u\), so

\[
\frac{\rho_c}{R}\frac{\partial R}{\partial\rho_c}=\frac12+\frac12\,\frac{2u}{\sinh2u}=\frac12+\frac{u}{\sinh2u}.
\]

For a long contact this is one half, which is the square root in \(R_\infty\). Reducing \(\rho_c\) fourfold at fixed \(R_s\) halves the resistance of a long contact, whereas it would quarter the area-law resistance of a contact that stays short compared with the new \(L_T\).

For a numerical case take an alloyed contact on n-type gallium arsenide at 300 K, with rough typical values: electron density \(n=10^{18}\) cm⁻³, mobility \(\mu=2500\) cm²/Vs, layer thickness \(t=200\) nm, \(\rho_c=10^{-6}\) Ω cm², \(W=100\) µm and a current of 1 mA. With \(e\) the elementary charge,

\[
R_s=\frac{1}{en\mu t}=\frac{1}{(1.602\times10^{-19})(10^{18})(2500)(2\times10^{-5})}\ \Omega
\simeq125\ \Omega\ \text{per square},
\]

\[
L_T=\sqrt{\frac{10^{-6}}{124.8}}\ \text{cm}\simeq8.95\times10^{-5}\ \text{cm}=895\ \text{nm},
\]

\[
R_\infty=\frac{(124.8)(8.95\times10^{-5})}{10^{-2}}\ \Omega\simeq1.117\ \Omega .
\]

Multiplied by the width, the floor is 0.112 Ω mm. At fixed width and material parameters, the length then acts as follows.

| \(L\) (µm) | \(L/L_T\) | \(R\) (Ω) | area law (Ω) |
|---|---|---|---|
| 0.5 | 0.56 | 2.204 | 2.000 |
| 1 | 1.12 | 1.385 | 1.000 |
| 2 | 2.23 | 1.143 | 0.500 |
| 3 | 3.35 | 1.120 | 0.333 |
| 5 | 5.59 | 1.117 | 0.200 |
| 10 | 11.17 | 1.117 | 0.100 |

Going from 1 to 2 µm lowers the resistance by 17%, and going from 2 to 3 µm by a further 2%. Everything beyond 3 µm is worth about 0.2%. The contact is within 1% of its floor at 2.37 µm.

These formulas were tested against a ladder of discrete resistors, built from the strip and interface resistances alone and solved as a circuit. For six lengths between \(0.1L_T\) and \(8L_T\), its input resistance agreed with the coth law to a relative error of \(2\times10^{-7}\) at worst. At \(L=0.3L_T\) the ladder gave 3.835 Ω, the two-term short-contact formula 3.836 Ω and the area law 3.724 Ω, which is 3% too low.

The same law provides a way of measuring \(\rho_c\). Place two equal contacts on the layer with a gap \(d\) between their facing edges. Reversing the current changes no resistance in a linear circuit, so each contact contributes \(R\), and if the layer has the same \(R_s\) in the gap as under the metal,

\[
R_{\rm total}=\frac{R_sd}{W}+2R=\frac{R_s}{W}\left(d+2L_T\coth u\right).
\]

Plotted against \(d\), the slope gives \(R_s\) and the intercept at \(d=0\) gives \(2R\). For long contacts the line reaches zero at \(d=-2L_T\), which yields the transfer length and hence \(\rho_c=R_sL_T^2\).

The thin-layer assumption can be relaxed to leading order. Let \(z\) be the depth below the interface and \(J\) the current density entering the metal. If the current along the layer is shed evenly from all depths, the upward current density is \(J(1-z/t)\). The layer's bulk resistivity is \(R_st\), so the potential at depth \(z\) exceeds that just below the interface by \(R_stJ\,(z-z^2/2t)\). Its average over the depth is \(R_stJ\,(t/2-t/6)=R_st^2J/3\). The depth-averaged potential therefore obeys the line equations with

\[
\rho_c\;\to\;\rho_c+\frac{R_st^2}{3}.
\]

Here the added term is \(1.7\times10^{-8}\) Ω cm², or 1.7% of \(\rho_c\), and the square root turns this into a rise of 0.83% in \(R\). A two-dimensional solution of the potential in the layer, for \(L=5\) µm, gave 0.79%. With the thickness doubled at the same \(R_s\), the estimate was 3.3% and the solution 3.0%. The gap between the two grew about sevenfold, close to the factor of eight expected of a term in \((t/L_T)^3\). Such a term is expected from the region within about \(t\) of the leading edge, where the current is not shed evenly from all depths. There the potential just below the interface departs from the estimate by an amount of order \(R_st^2J\), with \(J\simeq I_0/(WL_T)\). Over a length \(t\) this changes the current into the metal by an amount of order \(Wt\,R_st^2J/\rho_c\simeq I_0(t/L_T)^3\). When \(t\) is comparable with \(L_T\), the correction is no longer small: at \(t=L_T\) the estimate above already gives a rise of about 15%, against about 13% for the full two-dimensional problem, and the uncorrected one-dimensional formula is only a rough guide.

Resistance in the metal can make the total resistance rise with length. Suppose the metal has sheet resistance \(R_m\) and its current is drawn off at the far end, \(x=L\). Far from both ends of a long contact no current crosses the interface, so layer and metal are at the same potential and conduct in parallel. Each added unit of length then adds

\[
\frac{dR}{dL}=\frac{1}{W}\,\frac{R_sR_m}{R_s+R_m},
\]

where \(R\) now runs from the layer at the leading edge to the far end of the metal. For a film 200 nm thick with a rough resistivity of \(2.4\times10^{-6}\) Ω cm, \(R_m=0.12\) Ω per square and the rate is 1.2 mΩ/µm. A ladder with two resistive rails confirmed this rate and gave 1.122 Ω at 5 µm, 1.146 Ω at 25 µm and 1.176 Ω at 50 µm. With this feed, lengthening from 5 to 50 µm raises the resistance by about 5%. Because \(R_m\) is much smaller than \(R_s\), the rate is almost exactly \(R_m/W\), the resistance of the added metal itself. A plain metal lead of the same extra length would add practically as much.

Set beside a real alloyed contact, the inputs are of typical order, but \(\rho_c\) depends strongly on processing, and a tenfold change in it moves the floor by a factor of about three. The assumption most clearly broken is that alloying leaves the layer under the metal as it was. If the alloy consumed 50 nm of the 200 nm, a rough figure, the sheet resistance there would rise by a factor \(4/3\) and \(R\) for a long contact by \(\sqrt{4/3}-1\simeq15\%\). Dopant brought in by the alloy would act the other way. The two-contact measurement is affected too: using the gap's \(R_s\) in place of the value under the metal would then overestimate \(\rho_c\) by the same factor \(4/3\). Depletion at the bare gallium arsenide surface acts the other way: for a band bending of 0.7 V, a rough typical value, it removes about 32 nm of conducting layer in the gap and raises \(R_s\) there by about 19%. Warming to 358 K, with mobility taken roughly as \(1/T\) and \(\rho_c\) held fixed, raises \(R\) by 9%.

The assumptions of a linear interface and a local Ohm's law hold well for these numbers; whether \(\rho_c\) is uniform over a real alloyed contact was not examined. The voltage across the interface at the leading edge is 1.1 mV, against a thermal voltage of 26 mV. If the interface current followed a hyperbolic sine of their ratio, it would exceed the linear value by 0.03%. This current is only 10 mA per millimetre of width, and the excess grows roughly as the square of the current: it would be 3% at 10 mA, and at 50 mA the edge voltage is about twice the thermal voltage, so linearity of the interface can no longer be taken for granted. Averaged over the depth, the field along the layer is at most \(I_0R_s/W\simeq12\) V/cm; at the surface close to the leading edge it rises logarithmically towards the edge, to about 14 V/cm at 10 nm from it, but stays far below the few kV/cm at which electron velocity in gallium arsenide stops rising in proportion to the field. The mean free path, estimated from the zero-temperature Fermi velocity as about 51 nm, is 6% of \(L_T\), so a local Ohm's law is a reasonable description of the flow along the layer. It is also about a quarter of the layer thickness, so the small thickness correction found above is less certain than its digits suggest. The numerical output lists these values together with the inputs.

For a contact with well-conducting metal and a layer thin compared with \(L_T\), a length of about \(3L_T\) therefore captures nearly all the available reduction. If the resistance is still too high, it can be reduced by a greater width, a lower \(\rho_c\) or a lower sheet resistance under the metal. Letting the current arrive equally at both edges also helps: each half of the contact then carries half the current, which nearly halves the resistance if each half is still long compared with \(L_T\).

## Computed values

```
electron density: 1.0e+18 cm^-3
mobility: 2500 cm2/Vs
layer thickness: 200 nm
contact resistivity: 1.0e-06 ohm cm2
width: 100 um; current: 1.0 mA
sheet resistance Rs: 124.83 ohm/sq
transfer length LT: 895.0 nm
floor R_inf: 1.1173 ohm
floor times width: 0.1117 ohm mm
L (um) | L/LT | R (ohm) | above floor (%) | area law (ohm)
  0.5 |  0.559 | 2.2038 | 97 | 2.0000
  1.0 |  1.117 | 1.3851 | 24 | 1.0000
  2.0 |  2.235 | 1.1432 | 2.3 | 0.5000
  3.0 |  3.352 | 1.1200 | 0.25 | 0.3333
  5.0 |  5.586 | 1.1173 | 0.0028 | 0.2000
 10.0 | 11.173 | 1.1173 | 3.9e-08 | 0.1000
 20.0 | 22.345 | 1.1173 | 0 | 0.0500
L = 1 LT: above floor 31.30 %, largest gain left 23.84 %
L = 2 LT: above floor 3.73 %, largest gain left 3.60 %
L = 3 LT: above floor 0.50 %, largest gain left 0.49 %
ladder, 3 LT to 6 LT: R falls by 0.493 %
length for 1 % above floor: 2.373 um = 2.652 LT
long contact, current share in first LT: 63.2 %
interface power share, L = 3 LT: 51.49 %
interface power share, L = 12 LT: 50.00 %
short test L/LT = 0.3: ladder 3.8353 ohm
  area law 3.7242, two terms 3.8360 ohm
ladder vs formula, worst relative error in R: 2.2e-07
neglected effects, L = 5 um unless stated:
  thickness 200 nm: 2D +0.792 %, estimate +0.829 %
  thickness 400 nm: 2D +2.999 %, estimate +3.276 %
  metal: 2.4e-06 ohm cm, 200 nm, 0.120 ohm/sq
  R with resistive metal, L = 5 um: 1.1217 ohm
  R with resistive metal, L = 25 um: 1.1456 ohm
  R with resistive metal, L = 50 um: 1.1756 ohm
  metal growth rate: 1.1988 mohm/um
  alloy depth 50 nm: R +15.5 %
  358 K, mobility as 1/T: R +9.2 %
  front voltage: 1.117 mV
  thermal voltage at 300 K: 25.85 mV
  sinh interface, current excess: 0.031 %
  lateral field at edge: 12.5 V/cm
  mean free path: 50.9 nm = 0.057 LT
```
